# Sharvin Resistance and the Resistivity Scaling Product of a Spherical-Fermi-Surface Metal

Take copper with a bulk resistivity of 1.7 µΩ cm and let two large pieces of it touch through a clean circular opening 10 nm across. In the ballistic limit the opening has a resistance of 11.1 Ω. A copper column of the same cross-section, with the bulk resistivity, would have to be 51 nm long to reach that value, yet the opening has no length at all. The 51 nm is 4/3 of the electron mean free path, 38.5 nm.

The general statement concerns a metal with a spherical Fermi surface of radius $k_F$, bulk resistivity $\rho_0$ and isotropic mean free path $\lambda$. For an opening of radius $a$ and area $A=\pi a^2$,

$$R_SA=\frac{4\pi^2\hbar}{e^2k_F^2}=\frac43\,\rho_0\lambda ,\qquad \frac1{k_F}\ll a\ll\lambda .$$

Here $R_S$ is the Sharvin resistance: the voltage between the two metal reservoirs divided by the current, to leading order in $1/(k_Fa)$ and $a/\lambda$. The product $\rho_0\lambda$, used as a figure of merit for narrow conductors, is thus three quarters of a ballistic resistance-area product.

Throughout, $e>0$ and the carriers are given charge $+e$. Reversing the sign of the charge reverses both the force on a carrier and the current it carries, so the resistance is unchanged. Each orbital state holds two spins, and the response is linear.

## First derivation: where did the electrons come from?

Let $\theta$ be the angle between an electron's velocity and the current direction, and $f_0(E)$ the Fermi function. Suppose that electrons arriving at a point in direction $\theta$ have the occupation $f_0(E-w)$, where $w(\theta)$ is a small energy set by their origin. The current density is

$$j=e\,\frac{2}{(2\pi)^3}\int d^3k\;v\cos\theta\,f_0(E-w).$$

To first order, $f_0(E-w)=f_0(E)-w\,\partial f_0/\partial E$. The first term carries no current, because opposite directions cancel. In the second, $-\partial f_0/\partial E$ is a narrow peak of unit area at the Fermi energy. Writing $d^3k=k^2\,dk\,d\Omega$ and $dk=dE/(\hbar v)$,

$$j=\frac{2e}{8\pi^3}\,\frac{k_F^2}{\hbar v_F}\,v_F\int d\Omega\,\cos\theta\,w(\theta)
=\frac{e k_F^2}{4\pi^3\hbar}\int d\Omega\,\cos\theta\,w(\theta).\tag{1}$$

The Fermi velocity $v_F$ has cancelled: fast electrons carry more current each, but there are fewer of them per unit energy. The band therefore need not be parabolic.

**Bulk.** A field $F$ acts along the current. Assume that a collision erases the memory of direction, so that electrons leave it with the local equilibrium distribution. An electron that has since travelled a distance $s$ has gained the energy $eFs\cos\theta$; bending of the path matters only at second order in $F$. If its energy is now $E$, it left the collision with $E-eFs\cos\theta$, and its occupation is $f_0(E-eFs\cos\theta)$. The distances are distributed as $e^{-s/\lambda}/\lambda$, with mean $\lambda$, so $w=eF\lambda\cos\theta$. The angular integral is

$$\int d\Omega\,\cos^2\theta=2\pi\int_{-1}^{1}c^2\,dc=\frac{4\pi}{3}.$$

Equation (1) then gives

$$j=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}F,\qquad\text{so}\qquad \rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.\tag{2}$$

**Opening.** With $a\ll\lambda$, electrons reach the opening straight from the two reservoirs. At its midpoint potential, those moving forward have $w=+eV/2$ and those moving backward $w=-eV/2$. The two shifts leave the electron density there unchanged to first order, as neutrality requires. On one hemisphere $\int d\Omega\,|\cos\theta|=2\pi\int_0^1c\,dc=\pi$, so

$$\int d\Omega\,\cos\theta\,w=\frac{eV}{2}(\pi+\pi)=\pi eV,
\qquad j=\frac{e^2k_F^2}{4\pi^2\hbar}V.\tag{3}$$

Since $V/j=R_SA$, dividing by (2) gives

$$\frac{R_SA}{\rho_0\lambda}=\frac{4\pi^2}{3\pi^2}=\frac43 .$$

The length $4\lambda/3$ can now be interpreted. In the bulk, electrons moving along $\theta$ and those moving oppositely last scattered, on average, at places separated by $2\lambda\cos\theta$ along the field. Weighted by the flux, the mean of $\cos\theta$ over a hemisphere is $\int\cos^2\theta\,d\Omega\big/\int\cos\theta\,d\Omega=(2\pi/3)/\pi=2/3$. The mean separation is $2\lambda\cdot\frac23=\frac43\lambda$. In the opening, the opposing streams differ by the full voltage $V$. At equal current density, a bulk column of length $\frac43\lambda$ therefore has the same voltage $V$ across its ends.

As a test, the currents were integrated numerically with thermally smeared Fermi functions at copper's $k_F$, for the bands $E=k^2/2$ and $E=k^2/2+k^4/2$ in atomic units. Both gave a ratio of 1.33333.

**Why the product matters for scaling.** The same path argument applies to a film of thickness $d$ carrying current in its plane. Let its surfaces scatter diffusely, so that an electron leaving a surface has no memory of the drift. For an electron at distance $z$ from the surface it is leaving, with direction cosine $u$ to the normal, the path cannot exceed $z/u$. Its mean is

$$\int_0^{z/u}e^{-s/\lambda}ds=\lambda\left(1-e^{-z/(u\lambda)}\right),$$

because $e^{-s/\lambda}$ is the chance that no collision occurred within $s$. Averaging over $0<z<d$ gives

$$\lambda\left[1-\frac{u\lambda}{d}\left(1-e^{-d/(u\lambda)}\right)\right].$$

The squared direction cosine along the current, averaged around the normal, is $(1-u^2)/2$. Its average over $u$ is $1/3$, so the normalized weight is $\frac32(1-u^2)$, and

$$\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{2d}\int_0^1(u-u^3)\left(1-e^{-d/(u\lambda)}\right)du,$$

where $\sigma$ and $\sigma_0$ are the film and bulk conductivities. For $d\gg\lambda$ the exponential drops out and the integral is $\frac12-\frac14=\frac14$. Inverting to first order in $\lambda/d$, the added resistivity is

$$\Delta\rho\simeq\frac38\,\frac{\rho_0\lambda}{d}=\frac{9}{32}\,\frac{R_SA}{d}.$$

At fixed thickness and with diffuse surfaces, a metal with smaller $\rho_0\lambda$ thus has a smaller size penalty in this regime. For copper at $d=40$ nm the law gives $3\times654/(8\times40)=6.1$ Ω nm, or 0.61 µΩ cm. The full integral gives 0.75 µΩ cm. The linear law is low by about a fifth of the full value, because $d$ is here only 1.04 mean free paths. In such films the penalty depends on $d/\lambda$ as well as on the product.

## Second derivation: a displaced sphere and a count of modes

This route treats the bulk through the momentum distribution and the opening through quantum channels.

**Bulk.** Let a departure from equilibrium decay at the rate $1/\tau$. In a steady field, the drift of wavevectors at the rate $eF/\hbar$ balances this decay:

$$\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f-f_0}{\tau}
\quad\Rightarrow\quad
f=f_0-\frac{eF\tau}{\hbar}\frac{\partial f_0}{\partial k_x}.$$

To first order this is the Fermi sphere displaced rigidly by $\delta k=eF\tau/\hbar$. At angle $\theta$ the displacement adds a layer of thickness $\delta k\cos\theta$, negative at the rear. Each state in the layer contributes $ev_F\cos\theta$ to the current, so

$$j=\frac{2e}{8\pi^3}\,k_F^2\,v_F\,\delta k\int d\Omega\,\cos^2\theta
=\frac{e k_F^2v_F}{4\pi^3}\cdot\frac{eF\tau}{\hbar}\cdot\frac{4\pi}{3}
=\frac{e^2k_F^2\,v_F\tau}{3\pi^2\hbar}F .$$

With $\lambda=v_F\tau$ this is equation (2). The sphere holds $n=k_F^3/(3\pi^2)$ electrons per volume. Substituting $k_F=(3\pi^2n)^{1/3}$,

$$\rho_0\lambda=\frac{(3\pi^2)^{1/3}\hbar}{e^2n^{2/3}} .$$

Within this model the figure of merit measures the electron density alone.

**Opening.** Replace the opening by a short, smooth neck of cross-section $A$ with gradually widening ends, so that an electron entering a transverse mode passes through it without reflection. Each mode is a one-dimensional band. If $f_L$ and $f_R$ are the reservoir occupations, its current is

$$I_1=2e\int\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac{2e}{h}\int dE\,(f_L-f_R)=\frac{2e^2}{h}V,$$

where $v\,dk=dE/\hbar$ was used. A mode conducts if its transverse wavevector lies inside the disc of area $\pi k_F^2$. To leading order, each transverse state occupies an area $(2\pi)^2/A$ in wavevector space, so the number of modes is

$$N=\frac{\pi k_F^2A}{(2\pi)^2}=\frac{k_F^2A}{4\pi},
\qquad
R_S=\frac{h}{2e^2N}=\frac{2\pi h}{e^2k_F^2A}=\frac{4\pi^2\hbar}{e^2k_F^2A}.$$

This agrees with equation (3), and the factor 4/3 follows as before.

The count also supplies a wave correction. In a rectangular neck with hard walls and sides $L_y,L_z$, the transverse wavevectors are $\pi n_y/L_y$ and $\pi n_z/L_z$ with positive integers. They fill a quarter disc, with an area $\pi^2/A$ per state, but the absence of the values $n_y=0$ and $n_z=0$ removes half a row along each axis:

$$N\simeq\frac{\pi k_F^2}{4}\frac{A}{\pi^2}-\frac12\,\frac{k_F(L_y+L_z)}{\pi}
=\frac{k_F^2A}{4\pi}-\frac{k_FP}{4\pi},$$

with perimeter $P=2(L_y+L_z)$. Applying this perimeter term to a circle, $P=2\pi a$, gives $N\simeq(k_Fa)^2/4-k_Fa/2$. The step from rectangle to circle is an extension, which a direct count can check. For the copper neck $k_Fa=68.2$, so the leading value of 1163 modes should fall by 34. Counting the zeros of the Bessel functions, which set the thresholds of the circular modes, gives 1129. A single count oscillates about the smooth formula as $k_Fa$ varies, so agreement to the last mode is accidental; averaged over a window of $k_Fa$, count and formula agree within 1%. The resistance of this neck rises by 3%, from 11.1 to 11.4 Ω. The size of the wave correction depends on the shape of the contact. For a hole in a thin hard-walled screen the deficit is about half as large, close to $k_Fa/4$ modes, and the rise is about 1.5%, to 11.3 Ω.

## What each derivation assumes

As written, both assume a spherical Fermi surface, linear response and perfect transmission. They differ in two respects.

The first meaning of $\lambda$ is the distance between collisions that erase all memory of direction. In the second, $\lambda=v_F\tau$, where $\tau$ is the decay time of the current. This is less restrictive. If elastic collisions occur at a rate $\nu$ and each leaves, on average, a fraction $\bar c$ of the original direction cosine, the current decays at the rate $\nu(1-\bar c)$. The second derivation then holds with $1/\tau=\nu(1-\bar c)$, and its $\lambda$ is the transport mean free path.

For the opening, the first derivation treats electrons as particles and allows a hole in a thin screen. The second requires a neck smooth enough not to reflect, but includes the wave nature of the electrons across it. They agree when $k_Fa\gg1$.

Both routes can be extended to other Fermi surfaces; the first is followed here. In equation (1), $k_F^2d\Omega$ becomes the surface element $dS$, and $\cos\theta$ refers to the velocity, not the wavevector. Keep $\lambda$ the same everywhere on the surface. In a cubic crystal the squared direction cosines along the three axes have equal averages and sum to one, so the bulk integral is $S/3$, with $S$ the total surface area. For an opening with unit normal $\mathbf n$ it is

$$P(\mathbf n)=\int_{\mathbf v\cdot\mathbf n>0}dS\,\frac{\mathbf v\cdot\mathbf n}{|\mathbf v|},
\qquad
\frac{R_SA}{\rho_0\lambda}=\frac{S}{3P(\mathbf n)} .$$

This ratio generally depends on orientation. Averaged over all normals, however, each surface element contributes $\frac12\int_0^1c\,dc=\frac14$ of its area, so the average of $P$ is $S/4$. The factor 4/3 therefore returns if the contact conductance, not the resistance, is averaged over orientations.

## Copper, and where the ballistic reading fails

One conduction electron per atom and a lattice constant of 0.36 nm, four atoms per cubic cell, give $n=4/0.36^3=85.7$ nm⁻³ and $k_F=13.64$ nm⁻¹. Equation (2) then yields $\rho_0\lambda=654$ Ω nm², or $6.54\times10^{-12}$ Ω cm². The rest follows from

$$R_SA=\tfrac43\times654=872\ \Omega\,\mathrm{nm}^2,\qquad
R_S=\frac{872}{78.5}=11.1\ \Omega,\qquad
\lambda=\frac{654}{17}=38.5\ \mathrm{nm},$$

since 1.7 µΩ cm is 17 Ω nm. In engineering units $R_SA=8.72\times10^{-12}$ Ω cm². Warming the metal raises $\rho_0$ and shortens $\lambda$; at fixed $k_F$ their product, and hence $R_S$, stays put as long as $a\ll\lambda$. Thermal smearing is minor: $k_BT/E_F=0.0036$ at 300 K, and the symmetric thermal peak leaves no first-order correction. For a parabolic band, where $k^2$ is linear in energy, the second-order correction also vanishes at fixed chemical potential.

The condition $a\ll\lambda$ is met only moderately, since $a/\lambda=0.13$. The scale of the missing scattering is the resistance of the same opening in the opposite, diffusive limit. There, take the current density over the disc as $I/(2\pi a\sqrt{a^2-r^2})$, which integrates to $I$. A current element $dI$ entering a half-space produces the potential $\rho_0\,dI/(2\pi s)$ at distance $s$. In polar coordinates centred on any point of the disc, the area element $s\,ds\,d\varphi$ cancels the $1/s$. Opposite directions join into a chord of half-length $b$, along which $a^2-r^2=b^2-x^2$, with $x$ measured from the chord's midpoint. Each chord contributes $\int_{-b}^{b}dx/\sqrt{b^2-x^2}=\pi$, and the chords cover an angle $\pi$. The disc is therefore an equipotential at

$$\frac{\rho_0I}{4\pi^2a}\,\pi^2=\frac{\rho_0I}{4a}.$$

The two sides together have the resistance $\rho_0/(2a)=1.7$ Ω. Relative to the Sharvin value this is

$$\frac{\rho_0}{2a}\cdot\frac{3\pi a^2}{4\rho_0\lambda}=\frac{3\pi a}{8\lambda}=15\%.$$

This is the size of the correction, not its precise value. For $a\gg\lambda$ the diffusive resistance takes over, and $RA=\pi a\rho_0/2$ is no longer a property of the Fermi surface.

Copper's Fermi surface is not a sphere: necks join it to the zone boundary in the [111] directions. A half-filled nearest-neighbour band on the face-centred cubic lattice has the same electron density and such necks. It illustrates how the shape of the surface enters, but its numbers are not estimates for copper. Its neck radius is $0.29\,k_F$, against roughly $0.2\,k_F$ in real copper. With isotropic $\lambda$, its $\rho_0\lambda$ is about 8% above the spherical value (8.5% with the mesh and smearing used in the output below, 8.4% for a sharp, converged surface). The ratio $R_SA/(\rho_0\lambda)$ is 1.51, 1.31 and 1.26 for contact normals along [100], [110] and [111]; averaging the conductance over normals gives 1.333. Relative to the spherical $R_SA$, the model's [100] contact is higher by $1.508\times1.085/1.333-1=23\%$, and its [111] contact by 2%. The large [100] value should not be carried over to copper. Along [100] the model's surface is flattened, with a radius of $0.91\,k_F$, whereas copper's bulges to roughly $1.06\,k_F$. An analytic surface that reproduces copper's measured radii (not part of the output below) gives a [100] increase of only about 6%, with [111] about 3% above and [110] about 1% below the spherical value; this comparison of $R_SA$ does not involve $\lambda$.

The chosen resistivity and lattice constant are close to those of real copper at room temperature, and 10 nm is a plausible width for a very small interconnect via. A real via, however, often joins lines not much wider than itself, whereas $R_S$ is defined between wide reservoirs. It therefore cannot simply be added to the resistance of the lines: in a straight, clean conductor of constant cross-section there is no constriction, and nothing is added. A real via also has a finite length, along which electrons can scatter, and often a liner or barrier layer that reflects some of them. If, between wide reservoirs, an interface in the opening passes each mode with mean probability $T$, the current falls by that factor and the resistance becomes $R_S/T$: at $T=1/2$, 22 Ω instead of 11 Ω. Thus $\frac43\rho_0\lambda$ describes a clean, short contact between wide pieces of metal, while narrow lines, liners and interfaces have to be assessed separately. The numerical output below lists the main computed values.

## Computed values

```
INPUTS (rough copper values and chosen sizes)
lattice constant = 0.36 nm
bulk resistivity = 1.7 microohm cm
temperature = 300 K
neck diameter = 10 nm
film thickness = 40 nm
SPHERICAL FERMI SURFACE
electron density = 85.7 per nm^3
kF = 13.64 per nm
Fermi energy = 7.09 eV
rho0*lambda = 654 ohm nm^2
rho0*lambda, converted = 6.54e-12 ohm cm^2
Sharvin R*A = 872 ohm nm^2
Sharvin R*A, converted = 8.72e-12 ohm cm^2
mean free path = 38.5 nm
equivalent bulk length 4*lambda/3 = 51.3 nm
kinetic ratio, parabolic band = 1.33333
kinetic ratio, non-parabolic band = 1.33333
NECK
neck area = 78.5 nm^2
kF*a = 68.2
Sharvin resistance = 11.10 ohm
modes, leading formula = 1163
modes, counted in hard-wall neck = 1129
resistance from counted modes = 11.43 ohm
FILM WITH DIFFUSE SURFACES
thickness / mean free path = 1.04
film/bulk conductivity, formula = 0.693
film/bulk conductivity, sampled = 0.693
added resistivity, full = 0.75 microohm cm
added resistivity, linear law = 0.61 microohm cm
NEGLECTED EFFECTS
a / lambda = 0.130
diffusive spreading resistance = 1.70 ohm
spreading / Sharvin = 15.3 %
wave correction to resistance = 3.0 %
kT / Fermi energy = 0.0036
FCC TIGHT-BINDING SHAPE MODEL
Fermi level / 4t (L at 0, X at 1) = 0.230
neck radius / kF = 0.29
surface area / sphere area = 0.922
rho0*lambda / spherical value = 1.085
R*A/(rho0*lambda), normal [100] = 1.508
R*A/(rho0*lambda), normal [110] = 1.313
R*A/(rho0*lambda), normal [111] = 1.257
same, conductance averaged over normals = 1.333
```
